Why a Negative Average Adsorption Energy Does Not Bind the Next Molecule

A surface has M equivalent adsorption sites and holds N molecules, at most one per site. The coverage is θ = N/M. The energy E(N) is measured from the bare surface plus N free molecules at rest, so E(0) = 0 and a negative energy means binding. Two energies per molecule can be formed from it. The average adsorption energy is

a_N = E(N)/N,

and the differential adsorption energy, the cost of adding one more molecule, is

Δ_N = E(N+1) − E(N).

For a large surface E(N) = M e(θ), where e is the energy per site, and these become

a(θ) = e(θ)/θ,  d(θ) = de/dθ.

The second follows because adding one molecule changes θ by 1/M and the total energy by M(de/dθ)(1/M). "Endothermic" at first means d > 0, an energy without thermal or zero-point terms; the enthalpy is treated later. Energies are in eV, and the algebra uses atomic units, so ħ = 1.

**The belief and its appeal**

Suppose a calculation for a crowded surface gives an average adsorption energy of −0.6 eV. The belief is that the surface still attracts molecules at this coverage, so that the next one will gain about 0.6 eV.

The belief is right for the first molecule, since a_1 = Δ_0. It is right at any coverage if the molecules do not interact, because E(N) is then proportional to N. A negative average also says something true of a crowded layer: removing all the molecules at once costs energy. But the next molecule does not face the choice between a full layer and an empty surface. It faces the choice between N and N+1 molecules.

**What the average leaves out**

Writing each total energy as a number of molecules times an average gives

Δ_N = (N+1)a_{N+1} − N a_N
  = a_{N+1} + N(a_{N+1} − a_N).

The newcomer receives the new average, but it also changes the average of the N molecules already present. If that change is a small positive energy, it is multiplied by N and need not be small in total. For a large surface the same relation follows from differentiating e = θa:

d(θ) = a(θ) + θ a′(θ).

Where repulsion makes the average rise with coverage, a′ > 0, the differential energy lies above the average. This fixes the order of the sign changes without any particular force law. Let an isolated molecule be bound, so that d(0) = a(0) < 0, and let a reach zero at θ_a with a′(θ_a) > 0. There

d(θ_a) = 0 + θ_a a′(θ_a) > 0.

A continuous d that starts negative and is positive at θ_a must have passed through zero earlier.

Integrating de/dθ = d from the bare surface shows where the misleading number comes from:

a(θ) = (1/θ) ∫₀^θ d(θ′) dθ′.

The average carries the strong binding of the early molecules forward to coverages where no such binding is left.

**Quadratic repulsion**

Let an isolated molecule have energy −ε, and let two molecules on neighbouring sites of a triangular lattice repel with energy v > 0. Each site has six neighbours and each bond joins two sites, so there are 6M/2 = 3M bonds. Assume for now that the molecules are placed at random. The first end of a bond is occupied with probability N/M and the second, given the first, with probability (N−1)/(M−1). With W = 6v the mean repulsion is

3M v · N(N−1)/[M(M−1)] = W N(N−1)/[2(M−1)],

and therefore

E(N) = −εN + W N(N−1)/[2(M−1)].

Since (N+1)N − N(N−1) = 2N, the two energies are

Δ_N = −ε + W N/(M−1),
a_N = −ε + W(N−1)/[2(M−1)].

The factor of two has a simple origin. A newcomer adds the whole energy of its pairs with the molecules present. In the average, each pair energy is shared between two molecules.

For a large surface the energy per site and its two derived quantities are

e(θ) = −εθ + Wθ²/2,
a(θ) = −ε + Wθ/2,
d(θ) = −ε + Wθ.

The sign changes lie at

θ_d = ε/W,  θ_a = 2ε/W.

Between them the layer is bound on average while a further molecule costs energy. At θ_d itself the average is −ε + ε/2 = −ε/2: when the differential binding has vanished, the average still shows half the binding of an isolated molecule. If ε < W < 2ε, then θ_d lies below one and θ_a above one. The average is then negative at every possible coverage, and its sign can give no warning at all.

Completing the square shows what energy alone would do to a layer:

e(θ) = (W/2)(θ − θ_d)² − ε²/(2W).

The energy is lowest at θ_d, not where the average vanishes. A layer denser than this lowers its energy by W(θ − θ_d)²/2 per site if it thins to θ_d. Such a layer may nevertheless persist if the molecules must cross a barrier to leave, so d > 0 is a statement about energy and not about the speed of desorption.

**Numbers for a crowded metal surface**

Take illustrative values, loosely modelled on carbon monoxide on platinum (111): ε = 1.5 eV and W = 2.0 eV, hence v = 0.33 eV. One site per surface atom gives 15.0 sites per nm². The differential energy vanishes at

θ_d = 1.5/2.0 = 0.75,

or 11.3 molecules per nm². The average would vanish at θ_a = 3.0/2.0 = 1.5, which cannot be reached.

At θ = 0.90 the average is −1.5 + 2.0 × 0.90/2 = −0.60 eV. This is the value with which the belief was introduced. The differential energy is −1.5 + 2.0 × 0.90 = +0.30 eV. The next molecule does not gain 0.6 eV; it costs 0.3 eV. At full coverage the two energies are −0.50 and +0.50 eV, equal in size and opposite in sign.

The energy per site is −0.5625 eV at θ_d and −0.5000 eV for the full layer. Thinning the full layer to three quarters thus releases 0.0625 eV per site, or 0.0625/0.25 = 0.25 eV per molecule removed. Emptying the surface would cost 0.50 eV per site. Both statements hold for the same layer, and the negative average expresses the second of them.

The effect does not depend on the limit of a large surface. With M = 18 and random placement, the first uphill step is from 13 to 14 molecules:

Δ_13 = −1.5 + 2.0 × 13/17 = +0.03 eV,

while the average for 14 molecules is −1.5 + 13/17 = −0.74 eV. An explicit average over all arrangements on an 18-site periodic lattice confirms both formulas.

**Extracting the step from calculated averages**

Suppose that calculations have given averages at a few coverages. They contain the differential energy, provided that total energies are subtracted. For the quadratic law,

[e(θ₂) − e(θ₁)]/(θ₂ − θ₁)
  = −ε + W(θ₂² − θ₁²)/[2(θ₂ − θ₁)]
  = −ε + W(θ₁ + θ₂)/2,

which is the differential energy at the midpoint. On a large, randomly filled surface the averages at coverages 3/4 and 1 are −0.75 and −0.50 eV. Every four sites then hold three and four molecules on average, so filling the last quarter costs, per added molecule,

4(−0.50) − 3(−0.75) = +0.25 eV.

Two negative averages yield a positive step. The output labels this value as a four-site cell, but it describes four sites' share of a large surface. In an actual periodic four-site cell the fourth molecule has six occupied neighbours and costs −ε + 6v = +0.50 eV, as the formula for Δ_N with M = 4 and N = 3 also gives. The subtraction is valid for any force law; its reading as the slope at the midpoint is a property of the quadratic one.

**Which quantity is quadratic?**

Here the total repulsion per site is quadratic in coverage, and the average rises linearly. If the average itself rises quadratically, the factor of two changes. Consider

e(θ) = −εθ + cθ^(m+1),  c > 0, m > 0.

The average −ε + cθ^m vanishes at θ_a = (ε/c)^(1/m). The derivative −ε + (m+1)cθ^m vanishes at θ_d = {ε/[(m+1)c]}^(1/m). Their ratio is

θ_a/θ_d = (m+1)^(1/m).

It is 2 for m = 1 and √3 ≈ 1.73 for m = 2. The ratio depends on the law, but the order does not. Attraction is different: if the average falls with coverage, a′ < 0 and d lies below a. The average then understates the binding of the next molecule.

**A negative differential energy is not enough either**

Replacing a by d corrects the energy, but adsorption from a gas is decided by free energy. Treat the gas as ideal, with molecular mass m and moment of inertia I, and its rotation as classical. For a linear molecule with unlike ends, the partition function of one molecule in volume V is

q = V(mkT/2π)^(3/2) · 2IkT.

The free energy of N_g gas molecules is F = −kT ln(q^N_g/N_g!). Adding one molecule changes it by −kT ln[q/(N_g+1)], which for large N_g is −kT ln(q/N_g). With V/N_g = kT/p, the chemical potential is

μ = −kT ln[(mkT/2π)^(3/2) (kT/p)(2IkT)].

On the surface, the three translations and two rotations of the molecule become five vibrations of frequencies ω_i. Their free energy per molecule is

f_vib = Σ_i {ω_i/2 + kT ln[1 − exp(−ω_i/kT)]}.

The internal stretch of the molecule is assumed unchanged and cancels. The number of ways to place the molecules is M!/[N!(M−N)!]. By Stirling's formula its logarithm is −M[θ ln θ + (1−θ) ln(1−θ)], whose derivative with respect to N is −ln[θ/(1−θ)]. The chemical potential of the adsorbed molecules is therefore

μ_ads = d(θ) + f_vib + kT ln[θ/(1−θ)].

Net adsorption is favoured when μ_ads < μ, and equilibrium requires equality.

Use rough mode energies of 6, 6, 50, 50 and 58 meV and a carbon monoxide pressure of 0.1 Torr. At 300 K, μ = −0.755 eV and f_vib = −0.007 eV. Consider half coverage, where the placement term vanishes. The differential energy is −0.500 eV, so the next molecule would be bound in energy. Yet μ_ads = −0.507 eV lies above μ by about 0.25 eV, and the layer tends to lose molecules. Equilibrium in this model lies at θ = 0.38:

−0.735 − 0.007 − 0.012 ≈ −0.755 eV,

where the third term on the left is the placement term and the last digit reflects rounding. At 573 K and the same pressure, μ falls to −1.554 eV and the equilibrium coverage to 0.12.

Could the gas push the layer to θ_d? At 300 K this needs μ = f_vib + kT ln 3 = −0.007 + 0.028 = +0.021 eV, which is 0.776 eV above its value at 0.1 Torr. Since μ rises by kT ln 10 ≈ 0.060 eV per decade of pressure, thirteen decades are needed. The resulting 10¹² Torr is no prediction of a pressure, because the ideal-gas law fails long before it. The number also depends strongly on the assumption of random placement. What the example shows is that, in this model at 300 K and 0.1 Torr, the equilibrium coverage lies well below the one at which adsorption becomes endothermic.

**Energy and enthalpy**

A heat of adsorption at constant pressure is an enthalpy. The gas molecule brings (3/2)kT of translation, kT of rotation and kT from pV, in total (7/2)kT. The adsorbed molecule has the vibrational energy

u_vib = Σ_i {ω_i/2 + ω_i/[exp(ω_i/kT) − 1]}.

At fixed coverage random placement contributes entropy but no enthalpy, so

ΔH(θ) = d(θ) + u_vib − (7/2)kT.

The added terms amount to +0.064 eV at 300 K and +0.088 eV at 573 K. They move the sign change from 0.75 to (1.5 − 0.064)/2.0 = 0.72 and to 0.71. The distinction is real but, near the crossing, small beside the gap between d and a, which is Wθ_d/2 = 0.75 eV at θ_d.

**When the molecules avoid one another**

Random placement is the weakest assumption in the example. The repulsion of one neighbour pair is 0.333/0.0259 ≈ 13 times kT at 300 K, so mobile molecules will avoid neighbouring sites. The opposite limit, the arrangement of lowest energy, can be found by counting triangles.

The lattice has 2M small triangles. Each site belongs to six of them and each bond to two. If triangle t contains n_t molecules, the number of neighbouring pairs is

P = (1/2) Σ_t n_t(n_t − 1)/2,

and the mean of n_t is 6N/(2M) = 3θ. Let φ be the function joining the values 0, 0, 1, 3 at n = 0, 1, 2, 3 by straight lines. Its slopes 0, 1, 2 increase, so it is convex, and the mean of φ(n_t) cannot be less than φ of the mean. Hence

P ≥ (1/2)(2M) φ(3θ) = M φ(3θ).

The bound is reached by dividing the lattice into three sublattices, with one site of each in every triangle, and filling them one after another. All n_t then lie on the same straight piece of φ. The lowest energy per site is −εθ + vφ(3θ), and the differential energy is a staircase:

d = −ε = −1.5 eV for θ < 1/3,
d = −ε + 3v = −0.5 eV for 1/3 < θ < 2/3,
d = −ε + 6v = +0.5 eV for θ > 2/3.

The lowest energies found among all arrangements on the 18-site lattice agree with this law. The sign change moves from 0.75 to 0.67. There the average is −1.5 + 0.333/0.667 = −1.0 eV, so at the very coverage where adsorption turns uphill the average suggests strong binding. At full coverage one arrangement remains, and the average is again −0.50 eV. The misconception fails in both limits.

The equilibrium coverage can be much more sensitive, depending on the temperature. For the same neighbour repulsion without the assumption of random placement, a transfer-matrix calculation on long strips, 6 and 9 sites wide, gives 0.33 at 300 K instead of 0.38, and about 0.3 at 573 K instead of 0.12. At 300 K the staircase explains the value: μ − f_vib = −0.748 eV lies between the first two steps, so filling stops near one third. At 573 K random placement is wrong by a factor of about 2.5. It charges repulsion from the start, whereas an ordered layer can reach one third without any. The quadratic law is thus useful here for the relation between average and differential energies, but it is a poor isotherm.

**The real surface and deposition**

Platinum is grown by atomic layer deposition, and carbon monoxide binds strongly to it, less strongly as the surface becomes crowded. The values of ε, W and the mode energies are rough, and assigning all of W to nearest neighbours is a choice of the model. An error of 0.2 eV in ε moves the quadratic crossing by 0.2/2.0 = 0.10 in coverage. Avoidance of neighbours moves it by 0.08. Real carbon monoxide can also occupy different kinds of site as coverage changes, which breaks the assumption of equivalent sites; that shift is not estimated here, nor are longer-range forces or changes of the vibrations with coverage. The coverages 0.75 and 0.67 are therefore properties of the model, not measured saturation values. The same holds for the equilibrium coverages. Real platinum (111) takes up about half a layer of carbon monoxide at room temperature even at pressures far below 0.1 Torr, whereas with the values used here half coverage at 300 K needs more than 10³ Torr.

For a deposition precursor that reacts and releases a by-product, the same subtraction applies if E(N) includes the energy of the products released. The free-energy balance must then include their chemical potentials too. In either case, an average energy for a full layer does not show that the layer will fill. That requires the step in total energy near the coverage of interest, compared with the gas at the temperature and pressure of use, and a rate fast enough for the exposure time. If the molecules attract one another, a favourable step near full coverage is still not sufficient, because a dilute layer may be the more stable one under the same gas. The numerical output below lists the energies and coverages for the example.

Computed values

```
binding energy eps = 1.50 eV; repulsion W = 2.00 eV
neighbour repulsion v = 0.3333 eV
mode energies (meV): 6 6 50 50 58
CO bond length = 1.128 angstrom; Pt lattice = 3.92 angstrom
site density = 15.03 per nm2
differential crossing: coverage = 0.7500
same crossing = 11.27 molecules per nm2
average crossing (formal) = 1.5000
coverage 0.25: average -1.250 eV, differential -1.000 eV
coverage 0.50: average -1.000 eV, differential -0.500 eV
coverage 0.75: average -0.750 eV, differential +0.000 eV
coverage 0.90: average -0.600 eV, differential +0.300 eV
coverage 1.00: average -0.500 eV, differential +0.500 eV
energy per site at differential crossing = -0.5625 eV
energy per site at full coverage = -0.5000 eV
release on thinning full layer = 0.0625 eV per site
four-site cell, third to fourth molecule = +0.250 eV
average repulsion power 1.0: crossing ratio = 2.0000
average repulsion power 1.5: crossing ratio = 1.8420
average repulsion power 2.0: crossing ratio = 1.7321
random 18-site cell: first uphill step 13 to 14 molecules
that step = +0.0294 eV
average after that step = -0.7353 eV
ordered layer steps (eV): -1.500 -0.500 +0.500
ordered layer uphill above coverage = 0.6667
ordered full-layer average = -0.500 eV
CO pressure = 0.1 Torr
T = 300 K: kT = 0.0259 eV
  gas chemical potential = -0.755 eV
  adsorbed-mode free energy = -0.007 eV
  random-placement equilibrium coverage = 0.382
  average there = -1.118 eV
  differential there = -0.735 eV
  correlated coverage, strip widths 6 and 9 = 0.333, 0.333
  enthalpy minus energy = +0.064 eV
  zero-enthalpy coverage = 0.718
T = 573 K: kT = 0.0494 eV
  gas chemical potential = -1.554 eV
  adsorbed-mode free energy = -0.192 eV
  random-placement equilibrium coverage = 0.118
  average there = -1.382 eV
  differential there = -1.263 eV
  correlated coverage, strip widths 6 and 9 = 0.297, 0.301
  enthalpy minus energy = +0.088 eV
  zero-enthalpy coverage = 0.706
log10(formal pressure / Torr) for crossing at 300 K = 12.0
crossing shift for 0.2 eV error in eps = 0.10 in coverage
```
